# The PAW Linear Transformation from Local Sphere Operators

One electron moves in a one-dimensional box that contains two attractive wells, A and B. At a point 0.4 bohr from the centre of well A, its fifth eigenfunction has the value $\psi=0.0896$ bohr$^{-1/2}$. A smoother function $\tilde\psi$, built without looking at $\psi$ inside the wells, has the value $0.30555$ bohr$^{-1/2}$ at the same point, more than three times as large. Yet two numbers extracted from $\tilde\psi$ in that well suffice to recover $\psi$ throughout it, with a largest deviation of $3\times10^{-8}$ bohr$^{-1/2}$ from direct diagonalization. How can so few numbers restore what the smooth function lacks? The answer is a linear operator whose action is known on a few functions in each well.

## The operator and its assumptions

Near a nucleus a valence wave function varies rapidly, and it oscillates when core states of the same angular momentum lie below it, which makes it costly to represent in plane waves or on a uniform grid. The projector augmented-wave (PAW) method represents it by a smoother auxiliary function $\tilde\psi$ and a linear operator $T$:

$$\psi=T\tilde\psi,\qquad T=1+\sum_R S_R. \tag{1}$$

The label $R$ runs over atomic sites. Each site has a sphere $\Omega_R$, and the spheres do not overlap. In one dimension a sphere is an interval.

The statement that $S_R$ is confined to $\Omega_R$ has two parts:

- **Input:** $S_Rf$ depends only on the values of $f$ inside $\Omega_R$. Two functions that agree there give the same $S_Rf$.
- **Output:** $S_Rf$ vanishes outside $\Omega_R$.

Both parts are needed. The first lets us use an expansion that holds only in the sphere; the second leaves $\tilde\psi$ unchanged between the atoms.

At each site we choose true partial waves $\phi_i$, usually solutions of the Schrödinger equation of the atom, and smooth partners $\tilde\phi_i$. The index $i$ contains the site and the channel; in three dimensions a channel is specified by angular momentum and a further label, such as an energy. The operator is required to turn each smooth partial wave into the true one:

$$(1+S_R)\tilde\phi_i=\phi_i,\qquad i\in R. \tag{2}$$

This is the precise meaning of the shorter condition $T\tilde\phi_i=\phi_i$. The difference matters because a partial wave need not vanish outside its own sphere. If its tail enters another sphere, the full operator gives

$$T\tilde\phi_i=\phi_i+\sum_{R'\ne R}S_{R'}\tilde\phi_i, \tag{3}$$

and the last sum is generally not zero. Equation (2) does not fix how $S_{R'}$ acts on such a tail; that depends on the projectors introduced below. In the example, with $S_B$ taken from Eq. (19) and the projectors of Eq. (23), the even partial wave of well A, scaled to $\phi(0)=1$ and continued outside its own sphere in zero potential, is changed by as much as 1.88 when $S_B$ acts on its tail. The short condition therefore holds inside the partial wave's own sphere, but in general not inside the other spheres.

Two assumptions remain. The $\tilde\phi_i$ of one site are linearly independent inside $\Omega_R$, and the auxiliary function can be expanded in them there:

$$\tilde\psi(\mathbf r)=\sum_{i\in R}\tilde\phi_i(\mathbf r)\,c_i,\qquad \mathbf r\in\Omega_R. \tag{4}$$

We take the number of partial waves per site to be finite. Equation (4) is then a real restriction on $\tilde\psi$, and we shall return to what happens without it.

## Action of one sphere operator

Subtracting $\tilde\phi_i$ from both sides of Eq. (2) gives

$$S_R\tilde\phi_i=\phi_i-\tilde\phi_i,\qquad i\in R. \tag{5}$$

The left side vanishes outside $\Omega_R$ by confinement of the output. Hence

$$\phi_i(\mathbf r)=\tilde\phi_i(\mathbf r),\qquad \mathbf r\notin\Omega_R. \tag{6}$$

The two partial waves must agree outside the sphere. This is a condition on their construction, without which no confined $S_R$ could satisfy Eq. (2). If $T$ is also to preserve a continuous value and slope, each pair must match in value and slope at the sphere boundary.

Now apply $S_R$ to $\tilde\psi$. Inside $\Omega_R$, $\tilde\psi$ agrees with the sum in Eq. (4). Outside, the two may differ, but $S_R$ does not see that difference. Therefore

$$S_R\tilde\psi=S_R\Big(\sum_{i\in R}\tilde\phi_i c_i\Big). \tag{7}$$

Linearity takes the numbers $c_i$ outside, and Eq. (5) supplies the action on each term:

$$S_R\tilde\psi=\sum_{i\in R}c_i\,S_R\tilde\phi_i
=\sum_{i\in R}(\phi_i-\tilde\phi_i)c_i. \tag{8}$$

Equation (8) holds in all space, although Eq. (4) holds only in the sphere: outside $\Omega_R$ both sides are zero.

## Why the coefficients are projections

The coefficients must still be obtained from $\tilde\psi$. They are unique: if two sets $c_i$ and $c_i'$ gave the same function in $\Omega_R$, then $\sum_i\tilde\phi_i(c_i-c_i')=0$ there, and linear independence would require $c_i=c_i'$.

Uniqueness also makes them linear. Let $f$ and $g$ have the expansions $f=\sum_i\tilde\phi_i c_i[f]$ and $g=\sum_i\tilde\phi_i c_i[g]$ in the sphere. For any numbers $a$ and $b$,

$$af+bg=\sum_{i\in R}\tilde\phi_i\big(a\,c_i[f]+b\,c_i[g]\big). \tag{9}$$

This is an expansion of $af+bg$, and there is no other, so

$$c_i[af+bg]=a\,c_i[f]+b\,c_i[g]. \tag{10}$$

A coefficient is thus a linear functional: it assigns a number linearly to a function. We seek to write it as an inner product with a function $p_i$, called a projector function, that vanishes outside $\Omega_R$:

$$c_i=\langle p_i,\tilde\psi\rangle
=\int_{\Omega_R}p_i^*(\mathbf r)\tilde\psi(\mathbf r)\,d^3r. \tag{11}$$

The complex conjugate falls on the first entry. In one dimension the integral is over $x$.

To see what $p_i$ must satisfy, put $\tilde\psi=\tilde\phi_j$ in Eq. (4). Its unique expansion has $c_j=1$ and all other coefficients zero, so

$$\langle p_i,\tilde\phi_j\rangle=\delta_{ij},\qquad i,j\in R. \tag{12}$$

Conversely, any $p_i$ obeying Eq. (12) extracts the right coefficient. Taking the inner product of Eq. (4) with $p_i$ gives

$$\langle p_i,\tilde\psi\rangle
=\sum_{j\in R}\langle p_i,\tilde\phi_j\rangle c_j
=\sum_{j\in R}\delta_{ij}c_j=c_i. \tag{13}$$

Equation (12) relates projectors and partial waves of the same site. It says nothing about the overlap of $p_i$ with the tail of a partial wave from another site.

Such projectors exist. Choose as many functions $f_j$ in the sphere as there are partial waves, and define

$$B_{jk}=\langle f_j,\tilde\phi_k\rangle. \tag{14}$$

If the matrix $B$ is invertible, define the projections of a function $g$ by

$$\langle p_i,g\rangle=\sum_j(B^{-1})_{ij}\langle f_j,g\rangle. \tag{15}$$

Because the first entry is conjugated, the function itself is $p_i=\sum_j[(B^{-1})_{ij}]^*f_j$. Setting $g=\tilde\phi_k$ in Eq. (15) verifies duality:

$$\langle p_i,\tilde\phi_k\rangle
=\sum_j(B^{-1})_{ij}B_{jk}=\delta_{ik}. \tag{16}$$

A safe choice is $f_j=s\,\tilde\phi_j$, where the weight $s$ is positive inside the sphere. For any coefficients $a_j$ that are not all zero,

$$\sum_{jk}a_j^*B_{jk}a_k
=\int_{\Omega_R}s\,\Big|\sum_k a_k\tilde\phi_k\Big|^2d^3r>0, \tag{17}$$

since the sum of independent functions cannot vanish throughout the sphere. Then $Ba=0$ requires $a=0$, and $B$ is invertible.

## The transformation

Insert Eq. (11) into Eq. (8), and the result into Eq. (1):

$$\psi=\tilde\psi+\sum_R\sum_{i\in R}
(\phi_i-\tilde\phi_i)\langle p_i,\tilde\psi\rangle. \tag{18}$$

Since $i$ already contains the site, the two sums can be written as one:

$$\boxed{\;\psi=\tilde\psi+\sum_i(\phi_i-\tilde\phi_i)
\langle p_i,\tilde\psi\rangle\;} \tag{19}$$

Outside all spheres each difference $\phi_i-\tilde\phi_i$ vanishes, and $\psi=\tilde\psi$. Inside $\Omega_R$ only the terms of site $R$ remain, because the spheres do not overlap. Equations (4) and (11) then give

$$\begin{aligned}
\psi&=\sum_{i\in R}\tilde\phi_i c_i
+\sum_{i\in R}(\phi_i-\tilde\phi_i)c_i\\
&=\sum_{i\in R}\phi_i\langle p_i,\tilde\psi\rangle,
\qquad \mathbf r\in\Omega_R.
\end{aligned} \tag{20}$$

The smooth partial waves have cancelled. The same coefficients that describe $\tilde\psi$ in smooth partial waves describe $\psi$ in true ones. This is how the smooth function carries the missing structure: the shapes are stored in the $\phi_i$, and $\tilde\psi$ supplies their amplitudes.

If $\phi_i=\tilde\phi_i$ for every $i$, the correction vanishes and $T=1$.

## A two-well example

We use Hartree atomic units, with lengths in bohr and energies in hartree. The box is 8 bohr long and has hard walls. The well centres lie at 2.5 and 5.5 bohr from the left wall. With $x$ measured from a well centre, the potential is

$$v(x)=-D(1-x^2)^3\quad(|x|<1),\qquad D_A=12,\quad D_B=10, \tag{21}$$

and it is zero elsewhere in the box. Each sphere is the interval $|x|<1$. Diagonalization in sine functions gives the fifth state an energy $E=0.763$ hartree.

In each well, $\psi$ obeys

$$-\tfrac12\psi''+v\psi=E\psi. \tag{22}$$

This second-order equation has two independent solutions. Since $v$ is even about the well centre, we can choose one even and one odd, with $\phi_{\rm e}(0)=1$ and $\phi_{\rm o}'(0)=1$ bohr$^{-1}$. At the energy $E$ these two functions span all solutions in the well, so $\psi=\phi_{\rm e}c_{\rm e}+\phi_{\rm o}c_{\rm o}$ there.

Each smooth partner is a polynomial of the same parity with three coefficients: powers 0, 2, 4 for the even one and 1, 3, 5 for the odd one. They are fixed by the value, slope and second derivative of $\phi_i$ at $x=1$; parity takes care of $x=-1$.

The auxiliary function equals $\psi$ outside the wells and $\tilde\phi_{\rm e}c_{\rm e}+\tilde\phi_{\rm o}c_{\rm o}$ inside. Its amplitudes are found by joining it to $\psi$ in value and slope at both edges. These are four conditions on two numbers, but they are compatible because $\psi$ has the form just stated and each partial-wave pair matches at the edge. No interior value of $\psi$ enters.

For the projectors we take $f_j=(1-x^2)^2\tilde\phi_j$. Even and odd functions have zero overlap, so $B$ is diagonal and Eq. (15) becomes

$$\langle p_i,\tilde\psi\rangle=
\frac{\int_{-1}^{1}(1-x^2)^2\tilde\phi_i\tilde\psi\,dx}
{\int_{-1}^{1}(1-x^2)^2\tilde\phi_i^2\,dx}. \tag{23}$$

At $x=0.4$ bohr in well A, the ingredients are as follows. The projections are in bohr$^{-1/2}$.

| Wave | $\phi_i$ | $\tilde\phi_i$ | $\langle p_i,\tilde\psi\rangle$ |
|---|---:|---:|---:|
| even | −0.39635 | −1.09647 | −0.28773 |
| odd | 0.20060 | 0.08149 | −0.12192 |

The even difference is $-0.39635-(-1.09647)=0.70012$, and the odd one is $0.20060-0.08149=0.11911$. Equation (19) gives, in bohr$^{-1/2}$,

$$\begin{aligned}
\psi&=0.30555+(0.70012)(-0.28773)\\
&\quad+(0.11911)(-0.12192)\\
&=0.30555-0.20144-0.01452=0.0896.
\end{aligned} \tag{24}$$

Diagonalization gives the same 0.0896. Most of the correction at this point comes from the even channel.

At the corresponding point in well B, the auxiliary value is 0.22644, and the even and odd corrections are $-0.13596$ and $+0.03348$. Their sum is 0.1240 bohr$^{-1/2}$, again in agreement with diagonalization. Here the two corrections have opposite signs.

The comparison was made throughout both wells. The largest deviation of Eq. (19) from the diagonalized function is $3\times10^{-8}$ bohr$^{-1/2}$, whereas $\psi$ and $\tilde\psi$ themselves differ by up to 0.545 bohr$^{-1/2}$ in A and 0.351 bohr$^{-1/2}$ in B. The small deviation is the truncation error of the 240 sine functions used and shrinks as the basis is enlarged; Eq. (19) itself is exact in this example.

Smooth means here slowly varying, not more often differentiable. The partners match only up to the second derivative, so $\tilde\psi'''$ jumps at the sphere edges, whereas $\psi$ first jumps in its fifth derivative. In an expansion in the sine functions of the box, $\tilde\psi$ is therefore represented far better than $\psi$ by ten or twenty terms, but from about thirty terms on $\psi$ has the smaller truncation error.

The slower variation can be measured by $\frac12\int|\psi'|^2dx$ over the two wells. It is 1.2985 hartree for $\psi$ and 0.1860 hartree for $\tilde\psi$, a reduction by a factor of about seven. The second number is not the electron's kinetic energy in the wells: physical quantities must be evaluated with $\psi=T\tilde\psi$.

The same caution applies to normalization. From Eq. (1),

$$\langle\psi,\psi\rangle=\langle T\tilde\psi,T\tilde\psi\rangle
=\langle\tilde\psi,T^\dagger T\tilde\psi\rangle, \tag{25}$$

and nothing in the derivation makes $T^\dagger T$ equal to one. Here $\int|\psi|^2dx=1$, while $\int|\tilde\psi|^2dx=1.080$.

## What a finite set leaves undetermined

Suppose now that $\tilde\psi$ is not a combination of the chosen $\tilde\phi_i$ in a sphere. Define the remainder there by

$$r=\tilde\psi-\sum_{i\in R}\tilde\phi_i\langle p_i,\tilde\psi\rangle. \tag{26}$$

Linearity and Eq. (5) give

$$S_R\tilde\psi=\sum_{i\in R}(\phi_i-\tilde\phi_i)
\langle p_i,\tilde\psi\rangle+S_Rr. \tag{27}$$

Equation (2) prescribes $S_R$ on the partial waves but says nothing about $S_Rr$. Formula (19) then contains an additional choice, $S_Rr=0$. The choice depends on the projectors, because they decide which part of $\tilde\psi$ is counted as remainder.

The example shows this dependence. On the original $\tilde\psi$, replacing the weight $(1-x^2)^2$ in the projectors by a constant leaves the result unchanged within the numerical tolerance, as Eq. (13) requires. After adding $0.1(1-x^2)^2$ bohr$^{-1/2}$ to $\tilde\psi$, the two projector choices give functions that differ by up to 0.059 bohr$^{-1/2}$ in A and 0.070 bohr$^{-1/2}$ in B. Both operators still satisfy Eq. (2).

An incomplete set does not by itself make the method inexact. One may take Eq. (19) as the definition of $T$. If this $T$ is invertible, every $\psi$ has an auxiliary function $\tilde\psi=T^{-1}\psi$, for which Eq. (19) holds by definition. Substituting $\psi=T\tilde\psi$ into $H\psi=E\psi$ and applying $T^\dagger$ from the left gives

$$T^\dagger HT\tilde\psi=E\,T^\dagger T\tilde\psi. \tag{28}$$

With the full transformed operators and a complete representation of $\tilde\psi$, this equation retains the original eigenvalues. An error can enter when $\tilde\psi$ is restricted, or when the operators in Eq. (28) are evaluated with truncated expansions.

## Partial waves at the wrong energy

The example used partial waves at the eigenvalue itself. In practice one fixed set must serve many states. To see the effect of an energy shift $\delta$, keep $\tilde\psi$ in the span of the smooth partial waves and again fix its amplitudes at the sphere edges.

With one energy per parity, a Taylor expansion gives

$$\phi(E+\delta)=\phi(E)+\delta\,\dot\phi(E)+O(\delta^2),
\qquad \dot\phi=\frac{\partial\phi}{\partial E}. \tag{29}$$

The edge data and the interior shape are both wrong at first order. Two amplitudes can no longer meet all four edge conditions in general, so a least-squares fit is used, with values and slopes weighted equally in atomic units. The resulting interior error is generally proportional to $\delta$. Its size depends on this weighting, but its order does not.

With the two energies $E\pm\delta$ for each parity, the available functions can be combined into

$$\begin{aligned}
\tfrac12[\phi(E+\delta)+\phi(E-\delta)]&=\phi+O(\delta^2),\\
\tfrac1{2\delta}[\phi(E+\delta)-\phi(E-\delta)]&=\dot\phi+O(\delta^2).
\end{aligned} \tag{30}$$

The first combination already has the right shape up to $O(\delta^2)$. The edge conditions preserve this order if the values and slopes of $\phi$ and $\dot\phi$ at $x=1$ are independent. To check that they are, differentiate the Schrödinger equation for $\phi$ with respect to $E$:

$$-\tfrac12\dot\phi''+(v-E)\dot\phi=\phi. \tag{31}$$

Multiply this by $\phi$, and subtract $\dot\phi$ times $-\frac12\phi''+(v-E)\phi=0$. The potential terms cancel:

$$-\tfrac12(\phi\dot\phi''-\dot\phi\phi'')
=-\tfrac12\frac{d}{dx}(\phi\dot\phi'-\dot\phi\phi')=\phi^2. \tag{32}$$

The starting values of $\phi$ do not depend on energy, so $\dot\phi(0)=\dot\phi'(0)=0$. Integration from 0 to 1 gives

$$\tfrac12(\dot\phi\phi'-\phi\dot\phi')\big|_{x=1}
=\int_0^1\phi^2dx>0. \tag{33}$$

The determinant of the edge data is not zero. The fit therefore changes the amplitudes by only $O(\delta^2)$, and the interior error is of second order.

The largest absolute deviations from the diagonalized $\psi$ over both wells, in bohr$^{-1/2}$, are:

| $\delta$ (hartree) | one energy | two energies |
|---|---:|---:|
| 0.10 | $1.95\times10^{-2}$ | $6.56\times10^{-5}$ |
| 0.05 | $1.00\times10^{-2}$ | $1.64\times10^{-5}$ |

Halving the shift reduces the error by factors of 1.95 and 4.00, close to the expected 2 and 4. The numerical check tests both scalings, together with the reconstruction in each well. The check places the eigenvalue midway between the two energies, but the order does not depend on that. For a state at $E+\epsilon$ with $\epsilon$ of the order of $\delta$, the exact solution is $\phi+\epsilon\dot\phi+O(\epsilon^2)$. By Eq. (30) both $\phi$ and $\dot\phi$ lie in the span up to $O(\delta^2)$, and Eq. (33) again keeps the fitted amplitudes within $O(\delta^2)$. A second partial wave per parity thus lets the expansion follow the first-order change of the wave function with energy.

## Calculated quantities

```
box length 8.0 bohr, sphere radius 1.0 bohr
well centres 2.5 and 5.5 bohr
well depths 12.0 and 10.0 hartree
energy of state 5: 0.763175 hartree
sample point: centre + 0.4 bohr
wave functions of the state in bohr^-1/2; partial waves are scaled
to phi_even(0) = 1 and phi_odd'(0) = 1/bohr
-- sphere A --
even: phi -0.39635, phi~ -1.09647, <p,psi~> -0.28773, term -0.20144
odd: phi 0.20060, phi~ 0.08149, <p,psi~> -0.12192, term -0.01452
psi~ at sample 0.30555
psi from formula 0.08958
psi from diagonalization 0.08958
largest error of formula in sphere 2.6e-08
largest |psi - psi~| in sphere 0.5450
projector dependence after adding 0.1(1-x^2)^2: 0.0594
-- sphere B --
even: phi -0.23779, phi~ -0.85709, <p,psi~> -0.21954, term -0.13596
odd: phi 0.22685, phi~ 0.12101, <p,psi~> 0.31630, term 0.03348
psi~ at sample 0.22644
psi from formula 0.12396
psi from diagonalization 0.12396
largest error of formula in sphere 2.2e-08
largest |psi - psi~| in sphere 0.3511
projector dependence after adding 0.1(1-x^2)^2: 0.0699
-- whole state --
integral of psi~^2 over the box 1.07967 (psi: 1)
kinetic integral in spheres: psi 1.2985, psi~ 0.1860 hartree
change of A's even tail by S_B: 1.8816 (scale phi(0)=1)
shift 0.10 hartree: error 1.95e-02 (one energy), 6.56e-05 (two energies) bohr^-1/2
shift 0.05 hartree: error 1.00e-02 (one energy), 1.64e-05 (two energies) bohr^-1/2
error ratio on halving the shift: 1.95 (one), 4.00 (two)
```
